# Sheet resistance and layer-equivalent resistivity of doped graphene

## Problem

A uniform graphene sheet has carrier density \(n=10^{13}\ \mathrm{cm^{-2}}\), all carriers of one sign, and mobility \(\mu=10^4\ \mathrm{cm^2/(V\,s)}\) at 300 K.

(a) Find its sheet resistance.

(b) Assign the sheet a thickness equal to the layer spacing of graphite, \(d=0.335\) nm. Find the equivalent bulk resistivity and compare it with that of bulk copper, roughly 1.7 microohm cm.

(c) Four such layers are stacked and contacted at both ends. Find the resistivity of the stack if every layer has density \(n\), and again if the four layers share a total density \(n\). Hold the mobility fixed.

(d) The single sheet is cut into a line of width \(W=100\) nm and length \(L=10\) µm. Find its resistance from the sheet value. Then estimate the effects of ideal contacts and of edges that scatter carriers in random directions. Take the Dirac velocity as \(v_F=10^6\) m/s, a rough value.

(e) Is the given mobility compatible with scattering by acoustic phonons, and what happens to the sheet resistance in a hot chip at 378 K? Use the rough values \(D=18\) eV for the deformation potential and \(v_s=2\times10^4\) m/s for the sound speed. The sheet mass density is \(\rho_m=7.60\times10^{-7}\ \mathrm{kg/m^2}\).

## Solution

### (a) Sheet resistance

Let \(e>0\) be the elementary charge and \(E\) the magnitude of a weak field along the strip. By the definition of mobility, the carriers drift at speed \(v_d=\mu E\). In a time \(\Delta t\), the carriers within a length \(v_d\Delta t\) cross a line of width \(W\) drawn across the strip. They carry the charge \(en\,W v_d\Delta t\), so the current is
\[
I=enWv_d=en\mu WE .
\]
Electrons drift against the field and holes drift along it, but the electric current points along the field in both cases. With \(E=V/L\),
\[
R=\frac VI=\frac{1}{en\mu}\frac LW\equiv R_s\frac LW,\qquad R_s=\frac1{en\mu}.
\]
For a square, \(L=W\) and \(R=R_s\) whatever its size. This is why \(R_s\) is quoted in ohm per square, although its unit is the ohm.

In SI units \(n=10^{17}\ \mathrm{m^{-2}}\) and \(\mu=1\ \mathrm{m^2/(V\,s)}\). Therefore
\[
R_s=\frac{1}{(1.602\times10^{-19}\ \mathrm C)(10^{17}\ \mathrm{m^{-2}})(1\ \mathrm{m^2/(V\,s)})}
=\frac1{0.01602\ \mathrm S}=62.4\ \Omega .
\]
No thickness has entered.

### (b) Layer-equivalent resistivity

A bulk conductor of thickness \(d\) has \(R=\rho L/(Wd)\). Equating this to \(R_sL/W\) gives
\[
\rho=R_sd=(62.4\ \Omega)(0.335\times10^{-9}\ \mathrm m)
=2.09\times10^{-8}\ \Omega\,\mathrm m,
\]
which is 2.09 microohm cm. Unlike \(R_s\), this number depends on the thickness assigned to the layer.

The result is 1.23 times the rough bulk value for copper. At this density and mobility, graphene therefore does not conduct better than bulk copper per unit cross-section. A layer with copper's bulk resistivity would have the same sheet resistance at a thickness of 0.27 nm. This is only a comparison of cross-sections, since a real film so thin would not keep the bulk resistivity.

### (c) Four layers

With both ends of every layer contacted, the potential falls uniformly along each layer and is equal in all layers at a given position. No current flows between layers, and their conductances add:
\[
\frac1R=\sum_{i=1}^{N}en_i\mu\frac WL .
\]
The stack has thickness \(Nd\), so its resistivity is
\[
\rho_N=R\,\frac{WNd}{L}=\frac{Nd}{e\mu\sum_i n_i}.
\]
If every \(n_i=n\), the sum is \(Nn\), the factors \(N\) cancel, and \(\rho_N=2.09\) microohm cm.

If instead \(\sum_i n_i=n\), then \(\rho_N=NR_sd\), which is 8.36 microohm cm for \(N=4\). The division of charge among the layers does not matter at fixed mobility. The stack then conducts no better than one sheet, but it occupies four times the thickness. At fixed mobility and layer spacing, the layer-equivalent value thus describes a thick conductor only if the average density per layer is the full \(n\).

### (d) The narrow line

The line contains \(L/W=100\) squares, so the sheet value gives
\[
R=100\,R_s=6242\ \Omega .
\]
This is safe if \(L\) and \(W\) are both much larger than the mean free path \(l\), which we now find.

**Mean free path.** Each allowed wavevector occupies an area \((2\pi)^2/A\) in a sheet of area \(A\), and holds four carriers because of spin and valley. Filling a disk of radius \(k_F\) gives
\[
n=\frac{4\,\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad
k_F=\sqrt{\pi n}=5.605\times10^8\ \mathrm{m^{-1}} .
\]
The Fermi energy is \(E_F=\hbar v_Fk_F\simeq0.37\) eV.

During the momentum relaxation time \(\tau\), the force \(eE\) shifts the disk by \(\delta=eE\tau/\hbar\). To first order its boundary is \(k(\theta)=k_F+\delta\cos\theta\), where \(\theta\) is measured from the direction of the force. All carriers move at speed \(v_F\), so the current per unit width is
\[
K=\frac{4ev_F}{(2\pi)^2}\int_0^{2\pi}\cos\theta\,\frac{k(\theta)^2}{2}\,d\theta .
\]
In \(k^2/2\simeq k_F^2/2+k_F\delta\cos\theta\), the first term integrates to zero and the second gives \(\pi k_F\delta\). Hence
\[
K=\frac{ev_Fk_F\delta}{\pi}=en\,\frac{v_F\delta}{k_F}
=en\,\frac{ev_F\tau}{\hbar k_F}E .
\]
Comparison with \(K=en\mu E\) gives
\[
\mu=\frac{ev_F\tau}{\hbar k_F},\qquad
l=v_F\tau=\frac{\hbar k_F\mu}{e}=369\ \mathrm{nm}.
\]
The line is 27 mean free paths long, but its width is less than a third of one. The length condition is met and the width condition fails.

**Ideal contacts.** Even without scattering, a line has a finite resistance because it has a finite number of transverse modes. In a wide strip, transverse wavenumbers are spaced by \(2\pi/W\) and fill the range from \(-k_F\) to \(k_F\). Their number is
\[
M=\frac{2k_F}{2\pi/W}=\frac{k_FW}{\pi}=17.8 ,
\]
a smooth estimate rather than an exact integer for this line.

For one mode, spin and valley, a voltage \(V\) fills an extra energy range \(eV\) of forward-moving states. The density of these states per unit length and energy is \(1/(2\pi\hbar v)=1/(hv)\), where \(v\) is the velocity along the line. The current is \(ev(eV)/(hv)=e^2V/h\), in which \(v\) cancels. Four spin and valley combinations give
\[
R_b=\frac{h}{4e^2M}=\frac{h}{4e^2}\frac{\pi}{k_FW}=362\ \Omega .
\]
This is 5.8 percent of the sheet-law resistance. It sets the size of the contact correction for perfect contacts; real contacts add more.

**Diffuse edges.** Suppose that a carrier loses all memory of its drift at every edge and at every collision inside the sheet, so that \(\tau\) is also the mean time between collisions. Consider a carrier moving at angle \(\theta\) to the line, at a distance \(t\) along its path from the edge it left. The probability of having gone unscattered for a time \(s\) is \(e^{-s/\tau}\), so the mean time over which the field has acted is
\[
\int_0^{t/v_F}e^{-s/\tau}ds=\tau\left(1-e^{-t/l}\right).
\]
In an infinite sheet this time is \(\tau\). If \(y\) is the distance across the line from the edge that was left, then \(t=y/|\sin\theta|\). Averaging the reduction over the width gives
\[
\frac1W\int_0^W\left(1-e^{-y/(l|\sin\theta|)}\right)dy
=1-\frac{l|\sin\theta|}{W}\left(1-e^{-W/(l|\sin\theta|)}\right).
\]
The contribution to the current carries a factor \(\cos^2\theta\): one cosine comes from the energy gained from the field and one from the velocity along the line. Since \(\int_0^{2\pi}\cos^2\theta\,d\theta=\pi\), the conductivity is multiplied by
\[
F=\frac1\pi\int_0^{2\pi}\cos^2\theta
\left[1-\frac{l|\sin\theta|}{W}\left(1-e^{-W/(l|\sin\theta|)}\right)\right]d\theta .
\]
For \(W\gg l\) the exponential can be dropped. Using \(\int_0^{2\pi}\cos^2\theta|\sin\theta|\,d\theta=4/3\), we get \(F\simeq1-4l/(3\pi W)\). At a width of 1000 nm this gives 0.84, close to the full integral, 0.846.

At 100 nm the full integral gives \(F=0.354\). The resistance becomes
\[
\frac{6242\ \Omega}{0.354}\simeq1.76\times10^4\ \Omega ,
\]
and the equivalent resistivity rises to 5.9 microohm cm. A simulation of random free paths that end at a collision or an edge agreed with \(F\) within 1.5 percent at both widths. Collisions with the angular weight \((1+\cos\theta)/2\) used in part (e) do not fully randomise the direction; at the same \(l\) they give about 0.34 at 100 nm and 0.87 at 1000 nm. Edges that reflect carriers like mirrors would leave the conductivity unchanged in this classical model.

### (e) Phonons and temperature

At temperatures where \(k_BT\) exceeds the phonon energies, we may treat the lattice as a frozen random strain. A longitudinal mode of wavevector \(q\) and amplitude \(u_q\) has mean square strain \(\langle|qu_q|^2\rangle=k_BT/(A\rho_mv_s^2)\), by equipartition. In this model it scatters carriers through the potential \(D\,qu_q\). The value of \(D\) used here is an effective one: in real graphene it also stands for other acoustic couplings, such as changes in hopping caused by strain, which are not treated separately.

The golden rule needs two angular factors. The overlap of the initial and final graphene states is \((1+\cos\theta)/2\), and the loss of forward momentum is \(1-\cos\theta\), where \(\theta\) is now the scattering angle. Scattering preserves spin and valley, so the final states are counted once:
\[
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho_mv_s^2}\,
\frac{k_F}{4\pi^2\hbar v_F}\int_0^{2\pi}\frac{1-\cos^2\theta}{2}\,d\theta .
\]
The integral is \(\pi/2\), hence
\[
\frac1\tau=\frac{D^2k_BT\,k_F}{4\hbar^2\rho_mv_s^2v_F}.
\]
Insert this into \(R_s=1/(en\mu)=\hbar k_F/(ne^2v_F\tau)\) and use \(n=k_F^2/\pi\):
\[
R_{\rm ph}=\frac{\pi\hbar}{e^2v_Fk_F\tau}
=\frac{\pi D^2k_BT}{4e^2\hbar\rho_mv_s^2v_F^2}.
\]
The density has cancelled. With the rough inputs taken as exact, this gives 32.9 Ω at 300 K and 41.4 Ω at 378 K. For a real sheet they are much less certain: \(R_{\rm ph}\) varies as \(D^2\), so a change of 1 eV in \(D\) alone shifts them by about 11 percent. Replacing equipartition by the quantum phonon occupation, with scattering still treated as elastic, raises these values by about 1 percent; including the energy exchanged with the phonon instead lowers them by about 1 percent. Either way equipartition is adequate here.

For \(D=18\) eV the phonon part is below 62.4 Ω, so the given mobility is allowed. This answer depends on \(D\): at about 25 eV the phonon part alone would reach 62.4 Ω. Acoustic phonons alone would permit about \(1.9\times10^4\ \mathrm{cm^2/(V\,s)}\). If the remaining scattering is independent of the phonons and of temperature, heating adds approximately the difference of the two phonon terms, and the sheet resistance at 378 K is about 71 Ω. This is the acoustic contribution only. Graphene's own optical phonons, near 0.16 and 0.20 eV, are thermally activated, and over this temperature range their growth exceeds the acoustic rise. With typical literature couplings and the same 62.4 Ω at 300 K, the sheet resistance at 378 K is roughly 80 to 90 Ω. The given mobility remains allowed, since acoustic and optical phonons together give about 40 Ω at 300 K. Vibrations of the substrate are also left out and would add further.

Thermal carriers of the opposite sign are negligible. At 378 K, \(k_BT=0.0326\) eV is far below \(E_F\), and integrating the Fermi distribution at fixed net charge gives a minority fraction of about \(2\times10^{-7}\).

### The real conductor

The assumed mobility is demanding at this high density: it is about half the acoustic limit found above, so the sheet must be clean despite its doping. If the mobility is lower, for example because of charged impurities in a substrate, \(R_s\) rises in inverse proportion at fixed density. For the 100 nm line, the largest correction estimated here is edge scattering, a factor of 2.8 for fully diffuse edges and collisions that also randomise the direction of motion. Narrow copper lines also exceed their bulk resistivity, so the ratio in (b) does not rank two lines of equal width.

The weak-field assumption is safer. At an equivalent current density of 2 MA/cm², a wide sheet needs a field \(E=J\rho=418\) V/m. The drift speed is then 418 m/s, or \(4\times10^{-4}\) of \(v_F\), so the shift of the Fermi disk is small. This says nothing about heating, which depends on how the line is cooled. The numerical output lists the values used here.

## Numbers as computed

```
density n = 1.000e+17 m^-2
mobility mu = 1.000 m^2/(V s)
elementary charge = 1.602177e-19 C
layer spacing d = 0.335 nm
sheet conductance = 0.016022 S
sheet resistance = 62.42 ohm per square
layer resistivity = 2.091e-08 ohm m
layer resistivity = 2.091 microohm cm
rough copper resistivity = 1.7 microohm cm
graphene/copper resistivity ratio = 1.23
copper thickness of equal R_s = 0.27 nm
line width = 100 nm
line length = 10 micrometre
squares in line = 100
ideal line resistance = 6242 ohm
layers in test stack = 4
full-density stack rho = 2.091 microohm cm
charge shares in layers = [0.7  0.2  0.07 0.03]
shared-charge line resistance = 6242 ohm
shared-charge stack rho = 8.36 microohm cm
rough Dirac velocity = 1.0e+06 m/s
Fermi wavenumber = 5.605e+08 m^-1
Fermi energy = 0.369 eV
scattering time = 0.369 ps
mean free path = 369 nm
mode estimate k_F W/pi = 17.8
ballistic minimum of line = 362 ohm
ballistic/ideal resistance = 5.8 percent
edge factor, 100 nm line = 0.354
edge factor, 1000 nm line = 0.846
line resistance, diffuse edges = 17635 ohm
line rho, diffuse edges = 5.91 microohm cm
rough deformation potential = 18 eV
rough sound speed = 2.0e+04 m/s
lattice constant = 0.246 nm
sheet mass density = 7.60e-07 kg/m^2
acoustic phonon R_s at 300 K = 32.9 ohm
acoustic mobility limit = 18995 cm^2/(V s)
acoustic phonon R_s at 378 K = 41.4 ohm
total R_s at 378 K = 71.0 ohm per square
thermal energy at 378 K = 0.0326 eV
minority fraction at 378 K = 2.2e-07
equivalent current density = 2.0 MA/cm^2
field at that current = 418 V/m
drift speed = 418 m/s
drift/Dirac speed = 4.2e-04
```
